# Barrier Fluctuations Lower Parallel Barriers but Raise Series Barriers

Take two grain boundaries, one with barrier height $\bar\varphi-d$ and the other with $\bar\varphi+d$. Each conducts as $g=g_0e^{-\varphi/kT}$, with the same $g_0$. Side by side, under the same voltage, their conductances add, and the conductance per boundary is

$$G_\parallel=\frac{g_0}{2}\left[e^{-(\bar\varphi-d)/kT}+e^{-(\bar\varphi+d)/kT}\right]=g_0e^{-\bar\varphi/kT}\cosh\frac{d}{kT}.$$

One behind the other, carrying the same current, their resistances add. The mean resistance is

$$\frac1{G_s}=\frac{1}{2g_0}\left[e^{(\bar\varphi-d)/kT}+e^{(\bar\varphi+d)/kT}\right]=\frac{e^{\bar\varphi/kT}}{g_0}\cosh\frac{d}{kT}.$$

The same hyperbolic cosine multiplies the conductance in one case and the resistance in the other. Define the effective barrier by $G=g_0e^{-\varphi_{\rm eff}/kT}$. It is $\bar\varphi-kT\ln\cosh(d/kT)$ in parallel and $\bar\varphi+kT\ln\cosh(d/kT)$ in series. For $d\ll kT$, $\cosh x\approx1+x^2/2$ and $\ln(1+y)\approx y$, so the shifts are $\mp d^2/(2kT)$, where $d^2$ is the variance of the two heights. For $d\gg kT$ the effective barrier approaches the lower height in parallel and the higher one in series, apart from a term $kT\ln2$.

## The belief and its appeal

The belief is that a Gaussian spread $\sigma$ of barrier heights lowers the effective barrier by $\sigma^2/(2kT)$, whatever the film looks like. Its picture is sound as far as it goes: current favours the low places, and a low place gains more conductance than an equally high one loses. For patches side by side in one boundary, this gives the right answer.

The picture assumes a choice of path. In a chain of boundaries the current has none: it must cross the high barriers too, and these take most of the voltage.

## One boundary

Let the grains hold $n$ carriers per volume, of mass $m$ and charge magnitude $q$, with Maxwellian velocities, and let $v$ be the velocity component normal to the boundary. Neglect scattering within the barrier, so that all carriers heading for the boundary with $mv^2/2>\varphi$ cross. With $mv_0^2/2=\varphi$, the one-way flux is

$$n\sqrt{\frac{m}{2\pi kT}}\int_{v_0}^{\infty}v\,e^{-mv^2/2kT}dv=n\sqrt{\frac{kT}{2\pi m}}\;e^{-\varphi/kT},$$

because the integral equals $(kT/m)e^{-mv_0^2/2kT}$. A voltage $V$, shared equally by the two sides of the boundary, lowers the barrier by $qV/2$ for one direction and raises it by $qV/2$ for the other. The net current density is

$$J=qn\sqrt{\frac{kT}{2\pi m}}\,e^{-\varphi/kT}\,2\sinh\frac{qV}{2kT}\approx qn\sqrt{\frac{kT}{2\pi m}}\,e^{-\varphi/kT}\,\frac{qV}{kT},$$

where the last form needs $qV\ll kT$. If the grain size is $L$ and the grain interior drops no voltage, the mean field is $V/L$, and the mobility $\mu=J/(qnV/L)$ is

$$\mu=\mu_0e^{-\varphi/kT},\qquad \mu_0=\frac{qL}{\sqrt{2\pi mkT}}.$$

## The two Gaussian averages

Let $\varphi$ be Gaussian with mean $\bar\varphi$ and standard deviation $\sigma$. Many parallel paths average the conductance, which needs $\langle e^{-\varphi/kT}\rangle$. Many boundaries in series average the resistance, which needs $\langle e^{+\varphi/kT}\rangle$. Write both as $\langle e^{a\varphi/kT}\rangle$, with $a=-1$ or $+1$, and put $u=\varphi-\bar\varphi$. The exponent under the integral contains

$$-\frac{u^2}{2\sigma^2}+\frac{au}{kT}=-\frac{(u-a\sigma^2/kT)^2}{2\sigma^2}+\frac{a^2\sigma^2}{2(kT)^2}.$$

The shifted Gaussian still integrates to one, and $a^2=1$ for both signs. Hence

$$\langle e^{a\varphi/kT}\rangle=\exp\left[\frac{a\bar\varphi}{kT}+\frac{\sigma^2}{2(kT)^2}\right].$$

For $a=-1$ this is $G_\parallel/g_0$; for $a=+1$ it is $g_0/G_s$. Taking $\varphi_{\rm eff}=-kT\ln(G/g_0)$ gives

$$\varphi_\parallel=\bar\varphi-\frac{\sigma^2}{2kT},\qquad \varphi_s=\bar\varphi+\frac{\sigma^2}{2kT}.$$

The signs do not depend on the Gaussian shape. Since $e^y\ge1+y$, setting $y=a(\varphi-\bar\varphi)/kT$ and averaging gives $\langle e^{a\varphi/kT}\rangle\ge e^{a\bar\varphi/kT}$ for any distribution with finite averages. A spread therefore never raises the effective barrier of parallel paths and never lowers that of a series chain. The amount $\sigma^2/(2kT)$ is the Gaussian result.

The completed square also shows which barriers matter. The weighted distribution is centred at $\bar\varphi+a\sigma^2/kT$. In parallel the weight is the share of current, centred below the mean; in series it is the share of voltage, centred above it.

## One film, two directions

Consider a square film of $200\times200$ columnar grains, each 100 nm wide, whose barrier heights vary in stripes. Along the stripes, each path meets one height repeatedly, and the different paths are in parallel. Across the stripes, each path meets all the heights in series. Turning the electrodes by 90° changes the geometry and leaves the disorder alone.

Take $\bar\varphi=0.15$ eV, $\sigma=0.03$ eV, $m=0.3$ electron masses and 300 K, where $kT=0.02585$ eV. Then

$$\frac{\sigma^2}{2kT}=\frac{(0.03)^2}{2(0.02585)}\ \text{eV}=0.0174\ \text{eV}.$$

The effective barriers are $0.15-0.0174=0.1326$ eV along the stripes and $0.15+0.0174=0.1674$ eV across them. The prefactor is $\mu_0=1900$ cm²/Vs, so a film with every barrier at the mean has $\mu=5.74$ cm²/Vs. The fluctuation factor is $e^{\sigma^2/2(kT)^2}=1.96$, giving

$$\mu_\parallel=5.74\times1.96=11.3,\qquad \mu_s=5.74/1.96=2.93\quad\text{cm}^2/\text{Vs}.$$

The ratio is 3.84. Someone who applied the lowering rule across the stripes would predict a mobility too high by this factor.

These values average over many films the conductance along the stripes and the resistance across them; averaging the mobility itself across the stripes, over films of 200 stripes, gives a slightly higher 2.97 cm²/Vs. For a single film with $N$ independent paths, the relative variance of one conductance is $\langle g^2\rangle/\langle g\rangle^2-1$. Doubling the exponent in the Gaussian average gives $\langle g^2\rangle=g_0^2e^{-2\bar\varphi/kT+2\sigma^2/(kT)^2}$, while $\langle g\rangle^2=g_0^2e^{-2\bar\varphi/kT+\sigma^2/(kT)^2}$. The relative scatter of the mean over $N$ paths is therefore

$$\sqrt{\frac{e^{\sigma^2/(kT)^2}-1}{N}}=\sqrt{\frac{3.84-1}{200}}=11.9\ \%.$$

In the effective barrier this is about 0.003 eV, well below the shift.

Cooling spoils the averaging. With $\bar\varphi$ and $\sigma$ held fixed, the formula gives a parallel lowering of 0.052 eV at 100 K, but the median over sampled films with 200 paths is 0.043 eV. The dominant barriers would lie $\sigma^2/kT$, about $3.5\sigma$, below the mean, and 200 draws seldom reach that far. The averages can be trusted when $N\gg e^{\sigma^2/(kT)^2}$; at 100 K the right side is about $2\times10^5$.

## What an Arrhenius plot reads

The effective barrier is not the slope of an Arrhenius plot. With $\beta=1/kT$ and temperature-independent $\bar\varphi$ and $\sigma$,

$$\ln\frac{G_\parallel}{g_0}=-\beta\bar\varphi+\frac{\beta^2\sigma^2}{2},\qquad -\frac{d}{d\beta}\ln\frac{G_\parallel}{g_0}=\bar\varphi-\beta\sigma^2.$$

In series the $\sigma^2$ terms change sign. The slope is thus shifted by $\mp\sigma^2/kT$, twice the shift of the effective barrier. In the example, for classical emission without interior resistance, the slopes at 300 K are 0.115 eV and 0.185 eV.

If $\ln\mu$ is plotted without removing its prefactor, $\mu_0\propto T^{-1/2}\propto\beta^{1/2}$ contributes $-\tfrac12\,d\ln\beta/d\beta=-kT/2$. The slopes become 0.102 eV and 0.172 eV. This correction, $-0.013$ eV, is a little over a third of the slope's fluctuation shift in size and has the same sign in both directions, so it can pass for a lowering by disorder.

## Between the two extremes

Suppose each boundary has patches with spread $\sigma_w$, while the boundary means have spread $\sigma_b$. Let there be many patches and many boundaries, with each grain layer between boundaries an equipotential. A boundary whose mean is $\bar\varphi+b$ first averages its patches in parallel:

$$g_b=g_0\exp\left[-\frac{\bar\varphi+b}{kT}+\frac{\sigma_w^2}{2(kT)^2}\right].$$

Averaging $1/g_b$ over $b$ then multiplies the resistance by $e^{\sigma_b^2/2(kT)^2}$, so that

$$\varphi_{\rm eff}=\bar\varphi+\frac{\sigma_b^2-\sigma_w^2}{2kT}.$$

With $\sigma_b=0.024$ eV and $\sigma_w=0.018$ eV the total variance is again $(0.03\ \text{eV})^2$, yet the shift is $+0.0049$ eV. Random sampling gives $+0.0048$ eV.

A film with independent barriers in both directions lets current go around some high barriers but not all. Model it as a square network with $N$ rows and $N$ bonds along each row between the electrodes. Its conductance $G$ equals $g$ when all bonds equal $g$.

Assign a number $\psi$ to each cell of the network, so that the current in a bond is the difference of $\psi$ between the cells on its two sides. Current is then conserved at every node. The voltage drops $\Delta\psi/g$ must sum to zero around each cell. But this is the current law of a second network, whose nodes are the cells, whose potential is $\psi$, and whose bonds have conductance $1/g$. Its total voltage is the first network's total current, and its total current is the first network's total voltage, so its conductance is $1/G$. It has the same shape, turned by 90°.

Let $g_m=g_0e^{-\bar\varphi/kT}$, and multiply the second network's bonds by $g_m^2$. They become $g_m^2/g$, and the total becomes $g_m^2/G$. Since $\ln g$ is symmetric about $\ln g_m$, the new bonds have the same distribution as the old ones. So $G$ and $g_m^2/G$ also share one distribution, and

$$\langle\ln G\rangle=2\ln g_m-\langle\ln G\rangle\quad\Rightarrow\quad\langle\ln G\rangle=\ln g_m.$$

The mean shift is zero. Solving Kirchhoff's equations for six random films of the example's size gives zero within a standard error of 0.0001 eV. The argument needs a planar square network and a symmetric distribution of $\ln g$. Skewed barrier heights or interior resistance in each bond break that symmetry and leave a small nonzero shift, and other grain tilings need their own calculation.

## How far the example can be trusted

The parameters are round values in the rough regime of polycrystalline n-type zinc oxide, with relative permittivity 8.5 and $2\times10^{17}$ donors per cm³. That density is low for this material: deliberately doped films can hold orders of magnitude more carriers, and the nondegenerate model then fails. The spread of 0.03 eV is an assumption. The stripes are the least realistic feature. If neighbouring barriers are uncorrelated, the square network moves the shift from $\pm0.017$ eV to zero.

Grain interiors matter next. With an assumed interior mobility of 50 cm²/Vs in series with the boundaries, the mobilities are 7.4 cm²/Vs along the stripes, 2.8 cm²/Vs across them and 5.1 cm²/Vs for uniform barriers. Relative to that uniform film, the shifts are $-0.009$ eV and $+0.016$ eV. This estimate counts the whole grain length as interior, although about half of that length is depleted, so it overstates the interior's effect on the shifts. Depletion at the side boundaries, which narrows the conducting path, is left out. The lowering suffers more because the interior limits the very stripes whose low barriers would carry most current.

These mobilities still assume free flight over the barrier. An interior mobility of 50 cm²/Vs means a mean free path of only about 2 nm, comparable with the 2.4 nm over which the mean barrier falls by $kT$ from its top. Many carriers therefore scatter near the top and return, which lowers the classical flux over the mean barrier by a factor of roughly two to three. The factor rests on the assumed mobility; at 200 cm²/Vs it would be only about 1.2. It is larger for low barriers, whose field is weaker, and a diffusion estimate brings the shifts to about $-0.014$ eV and $+0.015$ eV. The absolute mobilities change much more than the shifts.

Tunnelling changes the mobility more than the shifts. For parabolic depletion barriers, 26.5 nm wide on each side at the mean height, a numerical solution of the Schrödinger equation gives a flux 1.52 times the classical one. Tunnelling thus raises the absolute mobilities, while scattering in the barrier lowers them, so the values above are only rough estimates. Much of the factor is common to all heights and cancels: without interior resistance, the shifts become $-0.0162$ eV and $+0.0164$ eV. A Poisson–Boltzmann profile, with its smooth depletion edges, lowers the factor to 1.47 and moves these shifts by up to 0.0002 eV. The Arrhenius slopes are less robust. The tunnelling factor grows on cooling, which lowers both slopes by 0.01 to 0.02 eV, about as much as the prefactor correction. Interior resistance with a temperature-independent mobility lowers them further.

Three other neglected effects are smaller here. Degeneracy changes the prefactor by 1.7 %. At 0.1 V across the film, the largest drop on one of 200 representative boundaries in series is 0.0067 V, and the current departs from the linear law by less than 0.1 %. The Gaussian's unphysical negative barriers change the parallel conductance by about 0.001 % if their conductance is capped at $g_0$, and by 0.006 % if they are removed. Patches narrower than the depletion width would influence each other's barriers, which this model leaves out. At 360 K, with the same $\bar\varphi$ and $\sigma$, each shift shrinks to 0.0145 eV; its sign is still set by the path of the current. The numerical output gives the remaining digits.

## Calculated quantities

```
Mean barrier, spread: 0.150, 0.030 eV
Temperature, kT: 300 K, 0.02585 eV
Grain size, grains per side: 100 nm, 200
Film side: 20 um
Mass ratio, permittivity ratio: 0.3, 8.5
Donor density: 2.0e+17 cm^-3
Spread/kT: 1.1605
Shift sigma^2/(2kT): 0.01741 eV
Effective barrier, parallel: 0.13259 eV
Effective barrier, series: 0.16741 eV
Weighted mean height, parallel: 0.11519 eV
Weighted mean height, series: 0.18481 eV
Arrhenius slope of G/g0, parallel: 0.11519 eV
Arrhenius slope of G/g0, series: 0.18481 eV
Slope of ln mobility, parallel: 0.10226 eV
Slope of ln mobility, series: 0.17189 eV
Mobility prefactor: 1899.8 cm^2/Vs
Mobility, uniform barriers: 5.739 cm^2/Vs
Mobility, parallel: 11.252 cm^2/Vs
Mobility, series: 2.927 cm^2/Vs
Factor exp(s^2/2): 1.9607
Parallel/series ratio: 3.8445
Isotropic network shift: -0.00000 eV
  its standard error (6 films): 0.00010 eV
Mixed: between, within: 0.024, 0.018 eV
Mixed shift, formula: 0.00487 eV
Mixed shift, sampled: 0.00484 eV
Scatter of G for 200 paths, formula: 11.9 %
Scatter of G for 200 paths, sampled: 11.9 %
Scatter of effective barrier: 0.00302 eV
Shift size at 360 K: 0.01451 eV
Parallel shift size at 100 K, formula: 0.05222 eV
  median of films with 200 paths: 0.04322 eV
exp(s^2) at 300 K, 100 K: 3.84, 1.83e+05
Grain-interior mobility: 50 cm^2/Vs
With interiors, uniform: 5.148 cm^2/Vs
With interiors, parallel: 7.384 cm^2/Vs
With interiors, series: 2.765 cm^2/Vs
With interiors, parallel shift: -0.00933 eV
With interiors, series shift: 0.01607 eV
Quantum/classical flux at mean barrier: 1.524
Quantum parallel shift: -0.01618 eV
Quantum series shift: 0.01642 eV
Degeneracy correction to prefactor: 1.73 %
Depletion width per side: 26.5 nm
Peak field at mean barrier: 0.113 MV/cm
Bias, mean drop: 0.1 V, 0.00050 V
Largest drop on one boundary: 0.00670 V
Current excess over linear law: 0.035 %
Negative-barrier error, parallel: 0.0013 %
```
